# Crossover from transverse to vortex walls in permalloy strips

## Problem

A long, flat permalloy strip of width $w$ and thickness $t<w$ holds one head-to-head domain wall: the magnetisation points along $+x$ on the left and along $-x$ on the right. In a transverse wall it turns from one direction to the other through the in-plane direction $y$. In a vortex wall it circulates around a small core that points out of the plane.

Take an exchange stiffness $A=13$ pJ/m and a saturation magnetisation $M_s=800$ kA/m, which are rough typical values. Neglect crystal anisotropy and applied fields.

1. On which combination of $t$ and $w$ does the choice of the lower-energy wall mainly depend?
2. Estimate by hand where the two energies are equal.
3. Find the boundary from relaxed walls for $w=80$, 120 and 160 nm. Which wall is lower for $w=120$ nm at $t=12.5$ nm and at $t=25$ nm, and by how much?

## Solution

### The energy and its scaling

Let $\mathbf m=\mathbf M/M_s$ be a unit vector, taken to be uniform through the thickness. The energy is

$$E=A\int|\nabla\mathbf m|^2\,dV+\frac{\mu_0}{8\pi}\iint\frac{dq\,dq'}{|\mathbf r-\mathbf r'|}.$$

Here $|\nabla\mathbf m|^2$ is the sum of the squared gradients of the three components. The magnetic charge $q$ has volume density $-M_s\nabla\cdot\mathbf m$ and surface density $M_s\,\mathbf m\cdot\mathbf n$, with $\mathbf n$ the outward normal.

Consider a planar pattern that keeps its shape when the width changes, so that $\mathbf m$ depends on $x/w$ and $y/w$.

- **Exchange.** The squared gradient scales as $1/w^2$ and the area as $w^2$. The width cancels, and the energy is $At$ times a number $a$.
- **Magnetostatics.** The volume charge in the wall scales as $(M_s/w)\,w^2t=M_swt$, and the edge charge also as $M_s\,wt$. Two such charges a distance of order $w$ apart have energy $\mu_0(M_swt)^2/w=\mu_0M_s^2t^2w$ times a number $\beta$. Charge on a narrow edge also interacts with its own near neighbourhood, which adds a term in $\ln(w/t)$ to $\beta$.

Divide by $At$ and define

$$\ell^2=\frac{A}{\mu_0M_s^2},\qquad \lambda=\frac{tw}{\ell^2},\qquad e=\frac{E}{At}=a+\beta\lambda .$$

If the slow logarithm is ignored, $\lambda$ is the one parameter in the energy. Minimising over patterns therefore gives a relaxed energy that depends on $\lambda$ alone, for each wall type. The two energies cross at some $\lambda=C$, that is, at

$$tw=C\,\ell^2 .$$

The vortex core departs from this scaling, because its radius does not grow with $w$: it is set mainly by $\ell$, with a weaker dependence on $t$. It adds another slow logarithm, $\ln(w/\ell)$. The product $tw$ is thus the main variable, and $C$ may drift slowly.

For the given material $\mu_0M_s^2=804$ kJ/m³, so

$$\ell^2=\frac{13\times10^{-12}}{8.04\times10^{5}}\ \text{m}^2=16.2\ \text{nm}^2 .$$

### What differs between the walls

Both walls carry the same total charge. To see this, take a length of strip that contains the wall, and leave out the artificial charges on its two cut ends. By the divergence theorem, the volume charge plus the charge on the real surfaces equals minus the flux of $\mathbf M$ out through the cuts. The magnetisation points inward at both cuts, so each contributes $-M_swt$ to that outward flux, and

$$Q=2M_swt .$$

A vortex cannot remove this charge. It can change how the charge is arranged, and it can remove the moment that points across the strip. The price is the exchange energy of the circulating pattern.

### Hand estimate: a disc inside the strip

Isolate this competition in a disc of diameter $w$ and radius $R=w/2$. In one state the disc is uniformly magnetised along $y$, as a stand-in for the transverse wall. In the other it holds a vortex.

**Uniform disc.** There is no exchange energy. The rim has surface charge $M_s\cos\varphi$, with $\varphi$ measured from $y$. For two rim points separated by an angle $\psi$,

$$\int_0^{2\pi}\cos\varphi\cos(\varphi+\psi)\,d\varphi=\pi\cos\psi .$$

With surface elements $R\,d\varphi\,dz$ the energy becomes

$$W=\frac{\mu_0M_s^2R^2}{8}\,I,\qquad I=\int_{-\pi}^{\pi}d\psi\,\cos\psi\int_0^t\!\!\int_0^t\frac{dz\,dz'}{\sqrt{4R^2\sin^2(\psi/2)+(z-z')^2}} .$$

For $t\ll R$, split the angular integral at an angle $\delta$ with $t/R\ll\delta\ll1$.

In the outer part, $|\psi|>\delta$, the height difference can be dropped. With $\cos\psi=1-2\sin^2(\psi/2)$,

$$I_{\rm out}=\frac{t^2}{R}\int_\delta^\pi\left[\frac1{\sin(\psi/2)}-2\sin\frac\psi2\right]d\psi=\frac{t^2}{R}\left[2\ln\frac4\delta-4\right].$$

The first term uses the antiderivative $2\ln\tan(\psi/4)$, which vanishes at $\psi=\pi$.

In the inner part $\cos\psi\approx1$ and $2\sin(\psi/2)\approx\psi$. The integral over $\psi$ gives an inverse hyperbolic sine of large argument, hence a logarithm:

$$I_{\rm in}=\frac2R\int_0^t\!\!\int_0^t\ln\frac{2R\delta}{|z-z'|}\,dz\,dz'=\frac{2t^2}{R}\left[\ln\frac{2R\delta}{t}+\frac32\right].$$

The $3/2$ arises because the mean of $\ln(|z-z'|/t)$ is $2\int_0^1(1-s)\ln s\,ds=-3/2$. In the sum, $\delta$ cancels:

$$I=\frac{2t^2}{R}\left[\ln\frac{8R}{t}-\frac12\right].$$

With $R=w/2$,

$$W=\frac{\mu_0M_s^2t^2w}{8}\left[\ln\frac{4w}{t}-\frac12\right],\qquad \frac{W}{At}=\frac{tw}{8\ell^2}\left[\ln\frac{4w}{t}-\frac12\right].$$

**Vortex disc.** The in-plane part of $\mathbf m$ is azimuthal and depends on $r$ alone. It therefore has no divergence and no component normal to the rim, and the core supplies the only charge.

Let $\theta$ be the angle from the film normal, and choose the trial profile $\tan(\theta/2)=r/b$ for $r<b$, with $\theta=\pi/2$ outside. Inside the core,

$$\theta'=\frac{\sin\theta}{r}=\frac{2b}{r^2+b^2},\qquad |\nabla\mathbf m|^2=\theta'^2+\frac{\sin^2\theta}{r^2}=\frac{8b^2}{(r^2+b^2)^2}.$$

The core exchange, in units of $At$, is

$$\int_0^b\frac{8b^2}{(r^2+b^2)^2}\,2\pi r\,dr=8\pi b^2\left[\frac1{b^2}-\frac1{2b^2}\right]=4\pi .$$

Outside, $|\nabla\mathbf m|^2=1/r^2$, which contributes $2\pi\ln(R/b)$.

The core also has charges on the top and bottom faces. Assign it the field $-M_sm_z$ of a wide sheet, which gives an energy density $\tfrac12\mu_0M_s^2m_z^2$. This is an upper bound: for any magnetisation $\mathbf M$ with its own field $\mathbf H$, $\int\mathbf H\cdot(\mathbf H+\mathbf M)\,dV=0$, so $\int M^2dV=\int H^2dV+\int|\mathbf H+\mathbf M|^2dV\ge\int H^2dV$.

With $m_z=(b^2-r^2)/(b^2+r^2)$ and $u=r^2/b^2$,

$$\int_0^b m_z^2\,2\pi r\,dr=\pi b^2\int_0^1\left(\frac2{1+u}-1\right)^2du=\pi b^2(3-4\ln2).$$

The vortex cost is therefore

$$\frac{E_v}{At}=2\pi\left[2+\ln\frac{w}{2b}\right]+\frac{\pi b^2}{2\ell^2}(3-4\ln2).$$

Setting the derivative with respect to $b$ to zero gives

$$-\frac{2\pi}{b}+\frac{\pi b}{\ell^2}(3-4\ln2)=0,\qquad b^2=\frac{2\ell^2}{3-4\ln2},$$

so $b=11.9$ nm. At this radius the last term of $E_v/At$ equals $\pi$, and

$$\frac{E_v}{At}=2\pi\left[\frac52+\ln\frac{w}{2b}\right].$$

**Equal energies.** Setting $W=E_v$ yields

$$tw=16\pi\,\ell^2\,\frac{\tfrac52+\ln(w/2b)}{\ln(4w/t)-\tfrac12}.$$

Since $t$ also stands on the right, the equation is solved by iteration. For $w=120$ nm it settles at $t=7.66$ nm. There the numerator is $2.5+\ln(60/11.92)=4.12$ and the denominator is $\ln(480/7.66)-0.5=3.64$. With $16\pi\ell^2=812$ nm²,

$$tw\approx812\times\frac{4.12}{3.64}\ \text{nm}^2\approx920\ \text{nm}^2 .$$

The hand estimate is thus about a thousand nm², with a coefficient $C$ of about 57.

In the limit of a very wide strip at finite $tw$, $\ln(4w/t)=\ln(4w^2/tw)$ grows as $2\ln w$, while the numerator grows as $\ln w$. The disc model then tends to $C=8\pi\approx25$, but very slowly: at $w=160$ nm it still gives 51.

### Relaxed walls

The disc omits the common charge $Q$, the deformation of the transverse wall, and the parts of the vortex wall outside the circle. A better coefficient requires the lowest energy of each complete wall.

The strip, of length $5w$, is divided into square cells of side 5 nm that span the full thickness. If neighbouring cells differ by $\Delta\mathbf m$, the exchange energy is $At\sum|\Delta\mathbf m|^2$, because the cell area cancels the squared spacing in the gradient. The magnetostatic energy is the Coulomb sum over the charged faces of uniformly magnetised cells, evaluated with fast Fourier transforms. Fixed sections of strip, magnetised along $+x$ on the left and $-x$ on the right, continue the domains and move the end charges far away.

A quasi-Newton minimisation (L-BFGS) then relaxes $\mathbf m$ from a transverse or a vortex starting pattern. For each width the energies are computed at $tw=1500$ and 3000 nm², and again at the zero found by linear interpolation. The small difference left there is removed with the mean slope between the outer points.

| $w$ (nm) | Hand $tw$ (nm²) | Relaxed $tw$ (nm²) | Relaxed $t$ (nm) | Relaxed $C$ |
|---:|---:|---:|---:|---:|
| 80 | 1160 | 2060 | 25.7 | 127 |
| 120 | 920 | 1940 | 16.1 | 120 |
| 160 | 830 | 1920 | 12.0 | 119 |

The mean of the three relaxed boundaries is about 1970 nm², or $C\approx122$. To the accuracy of the model,

$$tw\approx2000\ \text{nm}^2=2\times10^{-15}\ \text{m}^2 .$$

The vortex wall is lower above this value and the transverse wall below it. While the width doubles, the product changes by about 7 %, whereas the critical thickness falls by more than half. This supports $tw$ as the main variable over this range. Reducing the cell side to 3.33 nm at $w=80$ nm moves the boundary from 2058 to 2078 nm², a change of 1 %. A shift of this size amounts to 0.1 to 0.3 nm in the critical thickness, so the last digit of that column is not converged.

### The energy balance at 120 nm

The next table holds $w=120$ nm fixed and lists vortex minus transverse energies in units of $At$.

| $t$ (nm) | Exchange | Magnetostatic | Sum |
|---:|---:|---:|---:|
| 12.50 | +20.3 | −15.8 | +4.5 |
| 16.66 | +20.0 | −20.6 | −0.6 |
| 25.00 | +16.9 | −26.0 | −9.1 |

The vortex wall costs more exchange energy and saves magnetostatic energy at all three thicknesses. The saving overtakes the cost near 16 nm.

To convert to electronvolts, use $At=1.014$ eV at 12.5 nm and 2.028 eV at 25 nm:

$$E_{\rm vortex}-E_{\rm transverse}=4.545\times1.014\ \text{eV}=+4.6\ \text{eV}\quad(t=12.5\ \text{nm}),$$

$$E_{\rm vortex}-E_{\rm transverse}=-9.097\times2.028\ \text{eV}=-18.4\ \text{eV}\quad(t=25\ \text{nm}).$$

The thinner strip therefore favours the transverse wall and the thicker one the vortex wall. These values are for 5 nm cells. Cells of 3.33 nm raise both differences by about 0.2 eV, and extrapolation to zero cell size gives about $+5$ eV and $-18$ eV, which is the precision to quote.

For frozen patterns, doubling $t$ would leave the exchange column unchanged. It would also double the magnetostatic column if the logarithm and the small energy of the core's face charges were left out. The computed saving grows by a factor of 1.65, and the exchange cost falls. Patterns frozen at 12.5 nm, with the logarithm and the core included, give a factor of 1.90, so most of the shortfall from 2 comes from changes of shape. The transverse wall is mirror-symmetric at 12.5 and 16.66 nm, but at 25 nm it is slanted (the asymmetric transverse wall), about $0.3\,At$ below the symmetric form.

The slope of the sum is simpler. At a relaxed minimum, a small change of pattern does not alter $e$ to first order, so $de/d\lambda=\beta$ when the logarithm and the core's face charges are ignored. The energy difference should then change with $tw$ at a rate equal to the magnetostatic column divided by $tw$. This is $-15.75/1500=-0.0105$ per nm² at the first thickness and $-20.57/2000=-0.0103$ per nm² at the second. The actual change between them is $(-0.566-4.545)/500=-0.0102$ per nm². The agreement is this close partly because the two neglected effects act in opposite directions. Each is about 0.002 per nm², a fifth of the slope, and with both included the local slopes are $-0.0107$ and $-0.0097$ per nm².

The table also locates the main error of the disc model. At $t=16.66$ nm the uniform disc has a magnetostatic energy of $44.2\,At$. Subtracting the core's upper bound $\pi At$ (the actual face energy of the trial core at this thickness is nearer $1.2\,At$) leaves a net saving of at least $41.1\,At$, twice the relaxed $20.6\,At$. The disc's exchange cost, $25.9-\pi=22.7$ in the same units, is close to the relaxed 20.0. The hand estimate is low mainly because a rigid, uniform disc overstates what the vortex saves. These numbers do not show how much of the excess comes from each of the disc's omissions.

### Real strips and limits of the estimate

The chosen $A$ and $M_s$ are ordinary for permalloy, and strips about 100 nm wide and 10 to 20 nm thick are a realistic size for racetrack experiments. The largest parameter effect examined here comes from $M_s$. At fixed $C$ and $A$ the boundary scales as $M_s^{-2}$, so a 5 % higher $M_s$ lowers it by 9 %, or about 180 nm² at $w=120$ nm. A weak anisotropy of roughly 200 J/m³, acting over an area $w^2$, has energy $0.22\,At$. Divided by the mean slope of 0.0091 per nm², this corresponds to a shift of about 24 nm². The true shift should be smaller, because only the difference in anisotropy energy between the two walls moves the boundary.

Thermal energy at 300 K is 0.026 eV, so the two differences above are about $180\,k_BT$ and $710\,k_BT$ in size. This does not mean that a real strip must contain the lower wall. In the calculation both wall types survived relaxation at every thickness tried, from $tw=1500$ to 3000 nm². This suggests that a device can hold the higher-energy wall, depending on how the wall was made and on the barrier between the two states, which was not computed. The test is incomplete for the transverse wall: it starts exactly in the plane, and because the energy is even in $m_z$ the minimiser keeps it there, so its survival does not show stability out of the plane. Given a small out-of-plane disturbance, the wall at $w=120$ nm, $t=25$ nm returns to the plane. A symmetric planar wall at $w=80$ nm, $t=37.5$ nm does not: it tilts locally to $|m_z|\approx0.9$ and lowers its energy by about $0.4\,At$. The planar transverse wall at the $w=80$ nm boundary itself was not tested in this way. The line at 2000 nm² marks equal energy, not a spontaneous change from one wall to the other.

The assumption of uniform magnetisation through the thickness is weakest for narrow strips. The exchange length $\sqrt{2}\,\ell$ is 5.7 nm. The critical thickness is 2.8 times this length at $w=120$ nm and about 4.5 times at $w=80$ nm. Variation through the thickness could shift the boundary there, by an amount this model cannot give. The condition $t<w$ sets a further limit. If the product stayed near 2000 nm², $t$ would equal $w$ at about 45 nm. In a square cross-section the directions $y$ and $z$ are equivalent, so a transverse wall could equally well point out of the plane, and the comparison made here no longer covers the possible walls. Strips much wider than 160 nm were not computed, and walls with more than one vortex were not considered.
